# Injection Locking of a Semiconductor Laser: Asymmetric Range and Raised Resonance

## A resonance seven times too high

A model semiconductor laser, disturbed while running freely, rings at 3.56 GHz as photons and carriers exchange energy. Lock it to a strong master laser at its own free-running frequency and it rings at 24.6 GHz. Keep the injected field and retune the master until the locked phase is zero, and the ringing disappears: small disturbances simply decay.

Injection strength alone therefore does not set the resonance. The explanation uses the same phase relation that makes the locking range asymmetric, so the range comes first.

## Model and conventions

Fields vary as \(e^{+i\omega t}\). The slave laser has one mode and gain linear in carrier density. Noise, gain compression and spatial structure are left out. Let \(n\) be the modal gain rate minus its threshold value. The field amplitude then grows at \(n/2\), since intensity grows at \(n\). More carriers lower the refractive index and raise the cavity frequency, by \(\alpha n/2\); this defines the linewidth enhancement factor \(\alpha>0\).

Let \(D=\omega_{\rm master}-\omega_{\rm free}\), and measure the slave field \(E\) in units of its free-running amplitude, in the master's frame. The free field rotates there as \(e^{-iDt}\), so

\[
\dot E=\tfrac12(1+i\alpha)nE-iDE+k,\qquad k=\kappa A_{\rm inj}/A_{\rm free}.
\]

Here \(\kappa\) is the rate at which the injected field couples into the cavity, and the master's phase is chosen to make \(k\) real and positive.

Carriers are pumped at a constant rate, lost at rate \(\gamma_N\), and consumed by stimulated emission at \(\gamma_p+n\) per photon, where \(\gamma_p\) is the photon loss rate. The pump is eliminated by requiring \(n=0\), \(|E|=1\) to be stationary without injection:

\[
\dot n=-\gamma_N n+G\gamma_p-G(\gamma_p+n)|E|^2 ,
\]

where \(G\) is the differential gain times the free-running photon density.

The example uses round parameters: \(\alpha=3\), \(\gamma_p=500\), \(\gamma_N=1\) and \(G=1\), the rates in ns\(^{-1}\). Detunings and resonances are angular frequencies in rad/ns; dividing by \(2\pi\) gives GHz.

Put \(E=ae^{i\phi}\) and multiply the field equation by \(e^{-i\phi}\):

\[
\dot a+ia\dot\phi=\tfrac12(1+i\alpha)na-iDa+ke^{-i\phi}.
\]

The real part, and the imaginary part divided by \(a\), are

\[
\dot a=\tfrac12na+k\cos\phi,\qquad
\dot\phi=\tfrac12\alpha n-D-\frac ka\sin\phi .
\]

## Simple case: very weak injection

For small \(k\), \(a\approx1\). If amplitude and carriers settle faster than the phase moves, \(\dot a=0\) gives \(n=-2k\cos\phi\), and the phase obeys

\[
\dot\phi=-D-k(\alpha\cos\phi+\sin\phi)
=-D-k\sqrt{1+\alpha^2}\,\sin(\phi+\arctan\alpha).
\]

The last form follows from \(\sin(\arctan\alpha)=\alpha/\sqrt{1+\alpha^2}\) and \(\cos(\arctan\alpha)=1/\sqrt{1+\alpha^2}\). A stationary phase exists when

\[
|D|\le k\sqrt{1+\alpha^2}.
\]

Inside this range one of the two solutions has \(\cos(\phi+\arctan\alpha)>0\), so a phase error decays. The range is symmetric.

**Check.** At \(k=0.2\) ns\(^{-1}\), the eigenvalues of the full three-variable equations give stable edges at \(-0.632\) and \(+0.633\) rad/ns. The formula gives \(\pm3.162\times0.2=\pm0.632\). At the upper edge \(\phi=-161.6^\circ\), so \(\cos\phi<0\) and \(n>0\): the carriers lie above threshold. Excluding such states gives the asymmetric bound derived next.

## Any strength: where the asymmetry comes from

Define the injection rate at the actual locked amplitude,

\[
z=k/a=\kappa A_{\rm inj}/A .
\]

The stationary amplitude equation gives \(n=-2z\cos\phi\). Inserting this in the phase equation,

\[
D=\tfrac12\alpha n-z\sin\phi=-z(\alpha\cos\phi+\sin\phi).
\]

Now require that injection not raise the carriers above threshold, \(n\le0\). Then \(\cos\phi\ge0\), so \(-\pi/2\le\phi\le\pi/2\). On this interval \(D/z\le-\sin\phi\le1\), with equality at \(\phi=-\pi/2\). For the minimum, set the derivative to zero:

\[
\frac{d}{d\phi}\frac Dz=\alpha\sin\phi-\cos\phi=0
\quad\Rightarrow\quad \phi_0=\operatorname{arccot}\alpha .
\]

There \(\cos\phi_0=\alpha/\sqrt{1+\alpha^2}\) and \(\sin\phi_0=1/\sqrt{1+\alpha^2}\), so \(D/z=-\sqrt{1+\alpha^2}\). The end points give only \(+1\) and \(-1\). Hence

\[
\boxed{-\sqrt{1+\alpha^2}\;z\le D\le z\qquad(n\le0).}
\]

The upper bound has a simple reading. At \(n=0\) gain balances loss, and the driven field is \(E=k/(iD)\). The carrier equation at \(n=0\) demands \(|E|=1\), so \(D=k\): the driven field alone carries the full free-running power. The lower side reaches further because depletion pulls the cavity mode down towards the master.

The amplitude needed to convert \(z\) to \(k\) follows from the stationary carrier equation. Put \(c=k\cos\phi\) and \(n=-2c/a\), then multiply by \(-a/G\):

\[
\gamma_pa^3-2ca^2-\gamma_pa-\frac{2\gamma_Nc}{G}=0 .
\]

For \(c>0\) the coefficients change sign once, so there is one positive root.

These are bounds on stationary states. Whether stable locking reaches them is a separate question.

## Small disturbances

Let \(u=\delta a/a\), and write

\[
C=z\cos\phi,\quad S=z\sin\phi,\quad \Gamma=\gamma_N+Ga^2,\quad W=Ga^2(\gamma_p-2C).
\]

Since \(\delta(k/a)=-zu\), linearizing \(\dot a/a\), \(\dot\phi\) and \(\dot n\) gives

\[
\dot u=-Cu-S\,\delta\phi+\tfrac12\delta n,
\]
\[
\dot{\delta\phi}=Su-C\,\delta\phi+\tfrac12\alpha\,\delta n,\qquad
\dot{\delta n}=-2Wu-\Gamma\,\delta n .
\]

For solutions \(e^{st}\), the determinant expanded along the carrier row is

\[
(s+\Gamma)\left[(s+C)^2+S^2\right]+W(s+C-\alpha S)=0. \tag{1}
\]

Thus \(s^3+a_2s^2+a_1s+a_0=0\), with

\[
a_2=2C+\Gamma,\quad a_1=z^2+2C\Gamma+W,\quad a_0=\Gamma z^2+W(C-\alpha S).
\]

These coefficients were tested against a numerically differentiated Jacobian of the original field equations.

If all roots have negative real parts, then \(a_2\) and \(a_0=-s_1s_2s_3\) are positive, and so is

\[
H=a_2a_1-a_0=-(s_1+s_2)(s_2+s_3)(s_3+s_1).
\]

A root crossing zero makes \(a_0=0\). An imaginary pair crossing the axis makes \(H=0\). Multiplying out,

\[
H=2C(z^2+2C\Gamma+\Gamma^2)+W(C+\Gamma+\alpha S). \tag{2}
\]

**Limit \(k=0\).** Equation (1) becomes \(s[s^2+\Gamma s+W]=0\). The zero root is the free phase. The pair rings at \(\sqrt{W-\Gamma^2/4}=\sqrt{500-1}=22.34\) rad/ns, or 3.56 GHz. Without the small damping correction this is \(\omega_R=\sqrt{G\gamma_p}=22.36\) rad/ns.

**Phase \(\phi=0\).** With \(S=0\) and \(C=z\), equation (1) factors:

\[
(s+z)\left[s^2+(\Gamma+z)s+\Gamma z+W\right]=0 .
\]

Here \(W>0\), because the stationary carrier equation makes \(\gamma_p+n\) positive when \(n\le0\). All coefficients are then positive and the state is stable. The edges below belong to the branch followed from this state at fixed \(k\).

## Lower edge

For \(0<\phi<\pi/2\), \(C\), \(S\) and \(W\) are positive, so \(H>0\). Stability can be lost there only through \(a_0=0\), that is

\[
\alpha\sin\phi-\cos\phi=\sqrt{1+\alpha^2}\,\sin(\phi-\phi_0)=\frac{\Gamma z}{W}.
\]

Define \(q=\Gamma z/(W\sqrt{1+\alpha^2})\), so \(\sin(\phi-\phi_0)=q\). Since \(\alpha\cos\phi+\sin\phi=\sqrt{1+\alpha^2}\cos(\phi-\phi_0)\), the edge is at

\[
D_{\rm low}=-\sqrt{1+\alpha^2}\;z\sqrt{1-q^2}.
\]

This holds when the equation has a root with \(\phi<\pi/2\), as it does for every \(k\) tabulated below. The state at \(\phi_0\) itself has \(C-\alpha S=0\) and \(a_0=\Gamma z^2>0\), so it is stable and meets the bound on \(D/z\) exactly; the edge lies beyond it in phase, and its ratio \(D/z\) approaches the bound when \(q\ll1\), with an error of second order in \(q\). The shift from \(\phi_0\) arises because \(a\), and hence \(z\), changes with phase at fixed injected field. A turning point of \(D\) along the branch also requires \(a_0=0\): there the state can move without a change of \(D\), so the linearized equations have a zero eigenvalue. A scan of the branch confirmed that the edge is the minimum of \(D\).

At \(k=200\) ns\(^{-1}\), \(a=1.595\), \(z=125.4\) ns\(^{-1}\) and \(q=0.196\). The formula gives

\[
D_{\rm low}=-3.162\times125.4\times\sqrt{1-0.196^2}=-389\ \text{rad/ns},
\]

in agreement with the eigenvalue search. This is \(-3.10z\) but only \(-1.94k\), because the locked field is stronger than the free one. The coefficient \(\sqrt{1+\alpha^2}\) belongs to the actual amplitude ratio.

## Upper edge

For \(-\pi/2<\phi<0\), \(C>0\) and \(S<0\) make \(a_0>0\). The loss of stability is therefore oscillatory, at \(H=0\).

*When must the carriers stay below threshold?* Suppose a state with \(C\le0\), \(S<0\) were stable. From \(a_2>0\), \(|C|<\Gamma/2\). Then \(2C\Gamma>-\Gamma^2\), so the first bracket in (2) is positive and its term is not positive. In the second term,

\[
C+\Gamma+\alpha S\le\Gamma-\alpha\sqrt{z^2-\Gamma^2/4},
\]

which is negative if

\[
z>\Gamma\sqrt{\tfrac14+\tfrac1{\alpha^2}} .
\]

Since \(W>0\) for \(C\le0\), \(H\) would be negative, a contradiction. Above this modest injection rate the branch loses stability before \(\phi\) reaches \(-\pi/2\), so \(D<z\) on its upper side.

*How close does it come to \(z\)?* Take \(z\) much larger than \(\Gamma\), \(\Gamma/\alpha\) and \(\omega_R\), near \(\phi=-\pi/2\). There \(S\approx-z\), \(a\approx1\) and \(W\approx\omega_R^2\). The leading terms of \(H=0\) are

\[
2Cz^2\approx\alpha\omega_R^2z
\quad\Rightarrow\quad
\cos\phi=\frac Cz\approx\frac{\alpha\omega_R^2}{2z^2}.
\]

To first order in \(\cos\phi\), \(D/z=1-\alpha\cos\phi\), hence

\[
\frac{D_{\rm up}}z\approx1-\frac{\alpha^2\omega_R^2}{2z^2}.
\]

Stable locking therefore approaches \(+z\) when \(z\gg\alpha\omega_R\), which is 67 ns\(^{-1}\) here. At \(k=200\) ns\(^{-1}\) the computed shortfall \(1-D/z\) is 0.05845, against 0.05800 predicted; at \(k=400\) ns\(^{-1}\) it is 0.01435 against 0.01428.

*What happens between the limits?* For weak injection the \(W\) term dominates (2), and stability requires

\[
\Gamma+z(\cos\phi+\alpha\sin\phi)>0 .
\]

This holds at every phase if \(z<\Gamma/\sqrt{1+\alpha^2}\), about \(2/3.16=0.63\) ns\(^{-1}\), which is why \(k=0.2\) gave a symmetric range. Slightly stronger injection opens an unstable gap inside the range, and by \(k=2\) ns\(^{-1}\) no stable state is left above the gap. The upper side has been cut:

| \(k\) (ns\(^{-1}\)) | lower \(D/z\) | upper \(D/z\) |
|---:|---:|---:|
| 0.2 | −3.16 | 3.16 |
| 2 | −3.16 | −1.75 |
| 20 | −3.16 | −1.54 |
| 100 | −3.15 | 0.76 |
| 200 | −3.10 | 0.94 |
| 400 | −2.90 | 0.99 |

At \(k=2\) and 20 ns\(^{-1}\) even the upper edge has negative detuning: on this branch the laser does not lock stably to a master at its own free-running frequency. The value \(+1\) is thus a bound from the carrier condition, not a general stability edge. The edge passes through it at weak injection, at \(k=\Gamma/\alpha\approx0.67\) ns\(^{-1}\), while the upper side is being cut, and approaches it again from below in the strong-injection limit.

At \(k=200\) ns\(^{-1}\) the stable range runs from \(-61.9\) to \(+29.5\) GHz. Time integration agrees with the upper edge, \(D=0.927k\). At \(D=0.8k\) a one-percent disturbance has died away after 4.5 ns. At \(D=1.05k\) the amplitude still swings by 0.86 of its free-running value. Stability here means stability against small disturbances. Near the lower edge the laser need not reach the locked state: at \(D=-1.9k\), inside the range, a laser started from its free-running field still swings by about 1.1 after 4 ns.

## Resonance, first with frozen carriers

Hold \(n\) at its stationary value. The field part of (1) gives

\[
(s+C)^2+S^2=0,\qquad s=-C\pm iS .
\]

The carriers play no part in this oscillation, yet its frequency has a direct meaning. The depleted cavity has its mode at \(\omega_{\rm cav}=\omega_{\rm free}+\alpha n/2\), so

\[
\omega_{\rm master}-\omega_{\rm cav}=D-\tfrac12\alpha n=-z\sin\phi=-S .
\]

A disturbance leaves light in the cavity mode, which beats with the locked light at \(|S|\). It decays at \(C=-n/2\), because the gain is below threshold. The numerical field equations with frozen carriers reproduce both rates.

Take \(D=0\) and \(k=200\) ns\(^{-1}\). Depletion gives \(n=-102.7\) ns\(^{-1}\), so the cavity moves by \(3\times(-102.7)/2=-154\) rad/ns. The master has not moved from the free-running frequency; the cavity has moved away from it. The predicted ringing is at 154 rad/ns, or 24.5 GHz, close to the 24.6 GHz of the opening.

## Resonance with moving carriers

Let the roots of (1) be \(-(\Gamma+d)\) and \(-\sigma\pm i\Omega\). The sum of the roots gives

\[
\Gamma+d+2\sigma=2C+\Gamma\quad\Rightarrow\quad\sigma=C-\frac d2 .
\]

The coefficient \(a_1\) equals \(2(\Gamma+d)\sigma+\sigma^2+\Omega^2\). Therefore

\[
\Omega^2=z^2+2C\Gamma+W-(\Gamma+d)(2C-d)-\left(C-\frac d2\right)^2 .
\]

The products are \(2C\Gamma-\Gamma d+2Cd-d^2\) and \(C^2-Cd+d^2/4\). Collecting terms, with \(z^2-C^2=S^2\),

\[
\Omega^2=S^2+W+d(\Gamma-C)+\tfrac34d^2 .
\]

To find \(d\), insert \(s=-(\Gamma+d)\) in (1):

\[
d\left[(C-\Gamma-d)^2+S^2\right]=W(C-\Gamma-d-\alpha S).
\]

For strong injection, \(\Gamma\) and \(d\) are small compared with \(z\), and to leading order

\[
d\approx\frac{W(C-\alpha S)}{z^2}=\frac Wz(\cos\phi-\alpha\sin\phi).
\]

Keep the corrections of order \(W\) in \(\Omega^2\), dropping \(\Gamma d\) and \(d^2\):

\[
\Omega^2\approx S^2+W\left[1-\cos^2\phi+\alpha\sin\phi\cos\phi\right]
=S^2+W\sin\phi(\sin\phi+\alpha\cos\phi).
\]

The last bracket is \(-D/z\), so

\[
\boxed{\Omega^2\approx z^2\sin^2\phi-W\sin\phi\,\frac Dz .}
\]

For small negative \(\phi\) the two terms nearly cancel, and the dropped terms then matter: at \(k=200\) ns\(^{-1}\) and \(D=-320\) rad/ns the formula gives 20.6 rad/ns, the full eigenvalue 18.0 rad/ns.

**Limit near the upper edge.** Here \(\sin\phi\to-1\) and \(D/z\to1\), so \(\Omega^2\approx S^2+W\): the squares of the cavity detuning and the carrier–photon resonance add.

**Limit \(D=0\).** The correction vanishes at this order. Since \(\tan\phi=-\alpha\), \(\Omega\approx\alpha z/\sqrt{1+\alpha^2}\). With \(z=162.38\) ns\(^{-1}\) this is 154.05 rad/ns; the full eigenvalue gives 154.45 rad/ns.

**Check on the edge.** Near \(\phi=-\pi/2\), \(d\approx\alpha W/z\). The damping \(\sigma=C-d/2\) vanishes at \(C=\alpha W/(2z)\), the condition already found from \(H=0\).

At \(k=200\) ns\(^{-1}\), with frequencies in rad/ns and damping in ns\(^{-1}\):

| \(D\) | master − cavity | formula \(\Omega\) | computed \(\Omega\) | damping |
|---:|---:|---:|---:|---:|
| 0 | 154.05 | 154.05 | 154.45 | 45.36 |
| 100 | 178.23 | 179.07 | 179.33 | 21.33 |
| 160 | 191.49 | 192.62 | 192.79 | 6.41 |

The last row is 30.7 GHz, 8.6 times the free-running resonance. The rise has a price: towards the upper edge the cavity loss \(C\) falls while carrier coupling still subtracts \(d/2\), so the damping disappears.

## The same field without a resonance

At \(\phi=0\), \(S=0\): the depleted cavity sits at the master frequency. The factored equation found above has one root \(-z\), and its quadratic factor has discriminant

\[
(\Gamma+z)^2-4(\Gamma z+W)=(z-\Gamma)^2-4W .
\]

If this is positive, no root oscillates. For \(k=200\) ns\(^{-1}\) this state lies at \(D=-357\) rad/ns, inside the locking range, and \(z=357.3/3=119.1\) ns\(^{-1}\). The three decay rates are 10.6, 112.3 and 119.1 ns\(^{-1}\), all real. With no cavity detuning there is no beat, and the injection damps the field too fast for the carrier–photon exchange to ring. Both conditions are needed: at \(k=20\) ns\(^{-1}\) the state with \(\phi=0\) has \(z=18.6\) ns\(^{-1}\) and a negative discriminant, and it still rings at 21.7 rad/ns. Strong injection raises the resonance when it also holds the cavity mode well away from the master.

## Where the model stops

At \(D=0\) and \(k=200\) ns\(^{-1}\) the gain rate is reduced by about a fifth of \(\gamma_p\), and at \(\phi=0\), the state without a resonance, by nearly half. Linear gain and constant \(\alpha\) are then assumptions about the material. The unstable gap and the cut upper side at intermediate injection scale with the damping \(\Gamma\), which is only 2 ns\(^{-1}\) here because gain compression is omitted. Multiplying the gain by \((1+\epsilon)/(1+\epsilon a^2)\) with \(\epsilon=0.01\) adds about 5 ns\(^{-1}\) of damping; the range at \(k=2\) ns\(^{-1}\) is then stable throughout and nearly symmetric, while at \(k=20\) ns\(^{-1}\) the state at \(D=0\) remains unstable. Detunings and ringing frequencies must also stay well below the spacing of the cavity modes, or one mode no longer suffices. Finally, \(\Omega\) describes the free decay of a disturbance. The response to a modulated current also depends on how the current drives each variable, so a higher \(\Omega\) does not by itself establish a wider modulation bandwidth.

The numerical output gives further digits and the amplitudes and phases at each edge.

## Computed results

```
alpha = 3.0, sqrt(1+alpha^2) = 3.1623
photon loss = 500 /ns, carrier loss = 1.0 /ns, G = 1.0 /ns
omega_R = sqrt(G*loss) = 22.361 rad/ns
free-running resonance = 22.338 rad/ns = 3.555 GHz
stable edges: k, D (rad/ns); z = k/a (1/ns); phi (deg)
k=0.2 lower: D=-0.632 D/z=-3.1623 D/k=-3.1599 a=1.0008 phi=18.45
k=0.2 upper: D=0.633 D/z=3.1623 D/k=3.1647 a=0.9992 phi=-161.58
k=2.0 lower: D=-6.277 D/z=-3.1623 D/k=-3.1386 a=1.0076 phi=18.58
k=2.0 upper: D=-3.478 D/z=-1.7497 D/k=-1.7388 a=1.0063 phi=-37.97
k=20.0 lower: D=-58.937 D/z=-3.1614 D/k=-2.9468 a=1.0728 phi=19.79
k=20.0 upper: D=-29.065 D/z=-1.5367 D/k=-1.4533 a=1.0574 phi=-42.49
k=100.0 lower: D=-237.230 D/z=-3.1454 D/k=-2.3723 a=1.3259 phi=24.36
k=100.0 upper: D=73.734 D/z=0.7603 D/k=0.7373 a=1.0311 phi=-85.48
k=200.0 lower: D=-388.882 D/z=-3.1011 D/k=-1.9444 a=1.5949 phi=29.72
k=200.0 upper: D=185.451 D/z=0.9416 D/k=0.9273 a=1.0154 phi=-88.89
k=200 lower edge: z=125.402 /ns, q=0.1958
k=200 locking range: -61.893 to 29.515 GHz
k=400.0 lower: D=-582.292 D/z=-2.9050 D/k=-1.4557 a=1.9955 phi=41.71
k=400.0 upper: D=391.280 D/z=0.9857 D/k=0.9782 a=1.0076 phi=-89.73
k=200: 1-D/z = 0.05845, predicted 0.05800
k=400: 1-D/z = 0.01435, predicted 0.01428
resonance at k = 200 /ns (rad/ns unless marked)
D=0.0: phi=-71.57 deg, a=1.2317, z=162.38, n=-102.70 /ns
  cavity shift=-154.05, master-cavity=154.05
  resonance=154.45, formula=154.05, damping=45.36 /ns
  resonance=24.58 GHz, ratio to free=6.91
D=100.0: phi=-81.68 deg, a=1.1104, z=180.12, n=-52.15 /ns
  cavity shift=-78.23, master-cavity=178.23
  resonance=179.33, formula=179.07, damping=21.33 /ns
  resonance=28.54 GHz, ratio to free=8.03
D=160.0: phi=-86.86 deg, a=1.0429, z=191.77, n=-20.99 /ns
  cavity shift=-31.49, master-cavity=191.49
  resonance=192.79, formula=192.62, damping=6.41 /ns
  resonance=30.68 GHz, ratio to free=8.63
phi=0: D=-357.31 rad/ns, pure decay rates 10.62, 112.30, 119.10 /ns
D/k=0.80: amplitude swing after 4.5 ns = 8.15e-08 (free-running amplitude = 1)
D/k=1.05: amplitude swing after 4.5 ns = 8.59e-01 (free-running amplitude = 1)
```
